\section*{Area Scaling of Weibull Lifetimes in Interconnect Barrier Dielectrics}

\section*{Problem}

The insulation between neighbouring copper lines of an interconnect breaks down after some time under voltage. Breakdown times are measured on a small comb structure. The probability that a comb has failed by time $t$ is
\begin{equation}
F(t)=1-\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],
\label{eq:weibull}
\end{equation}
where $\eta$ is the characteristic lifetime and $\beta$ the Weibull slope. A large structure has $N$ times the dielectric area of the comb, and it fails as soon as any part of it fails. Field and temperature are the same in both structures.

\begin{enumerate}
\item[(a)] Treat the large structure as $N$ statistically identical and independent combs. Find its lifetime distribution, and show that for $\beta=1.5$ and $N=10^4$ its characteristic lifetime is about 464 times shorter than that of the comb.
\item[(b)] Show that every percentile and the mean lifetime shrink by the same factor. Explain why the factor is not $10^4$, and find which part of the comb distribution the result depends on.
\item[(c)] A comb has 1~cm of facing line length, a line height of 60~nm and a characteristic lifetime of 1000~h under stress. Find the characteristic lifetime of the large structure and the times by which 0.1\,\% of each kind have failed.
\item[(d)] Determine how the reduction changes if the slope is slightly wrong, if the line spacing varies, or if a few combs contain defects. Estimate also the effects of a small temperature difference and of leakage.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The weakest link}

The probability that one comb survives to time $t$ is
\begin{equation}
S(t)=1-F(t)=\exp\left[-\left(\frac{t}{\eta}\right)^{\beta}\right].
\end{equation}
At $t=\eta$ this equals $1/e$ for any slope, so $\eta$ is the time by which a fraction $1-1/e$, or 63.2\,\%, has failed.

The large structure survives to time $t$ if all of its $N$ parts do. Because the parts are independent, the probability of this joint event is the product of the separate probabilities. Because they are identical, the factors are equal:
\begin{equation}
S_N(t)=[S(t)]^N=\exp\left[-N\left(\frac{t}{\eta}\right)^{\beta}\right].
\label{eq:SN}
\end{equation}
The characteristic lifetime $\eta_N$ of the large structure is defined by $S_N(\eta_N)=1/e$, which requires
\begin{equation}
N\left(\frac{\eta_N}{\eta}\right)^{\beta}=1
\quad\Longrightarrow\quad
\frac{\eta}{\eta_N}=N^{1/\beta}.
\label{eq:ratio}
\end{equation}
Since $N=(\eta/\eta_N)^\beta$, Eq.~\eqref{eq:SN} can be rewritten as
\begin{equation}
S_N(t)=\exp\left[-\left(\frac{\eta}{\eta_N}\right)^{\beta}\left(\frac{t}{\eta}\right)^{\beta}\right]
=\exp\left[-\left(\frac{t}{\eta_N}\right)^{\beta}\right].
\end{equation}
The large structure therefore also follows a Weibull distribution, with the same slope and a shorter characteristic lifetime. For the given numbers
\begin{equation}
\frac{\eta}{\eta_N}=(10^4)^{1/1.5}=10^{8/3}=10^{2.6667}=464.16 ,
\end{equation}
which is the stated factor of about 464.

The product in Eq.~\eqref{eq:SN} requires independence. In the opposite extreme, where all parts of a structure fail at the same moment, $S_N=S$ and the area has no effect.

\subsection*{(b) Percentiles, mean, and the early tail}

Let $t_f$ be the time by which a fraction $f$ of the combs has failed. Setting $F(t_f)=f$ in Eq.~\eqref{eq:weibull} and taking the logarithm gives
\begin{equation}
\left(\frac{t_f}{\eta}\right)^{\beta}=-\ln(1-f)
\quad\Longrightarrow\quad
t_f=\eta\,[-\ln(1-f)]^{1/\beta}.
\label{eq:percentile}
\end{equation}
The bracket depends on $f$ and $\beta$ but not on area. At a fixed failure fraction, $t_f$ is thus proportional to the characteristic lifetime and shrinks by $N^{1/\beta}$.

The mean lifetime is the integral of the survival probability, as follows from integrating $\int_0^\infty t\,(-dS/dt)\,dt$ by parts; the boundary term $tS$ vanishes at both ends. With $u=(t/\eta)^\beta$, so that $t=\eta u^{1/\beta}$ and $dt=(\eta/\beta)\,u^{1/\beta-1}du$,
\begin{equation}
\langle t\rangle=\int_0^\infty S\,dt
=\frac{\eta}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}\,du
=\frac{\eta}{\beta}\,\Gamma\!\left(\frac1\beta\right)
=\eta\,\Gamma\!\left(1+\frac1\beta\right).
\end{equation}
The gamma function is again independent of area, so the mean shrinks by the same factor.

The reason why the factor differs from $N$ lies in the hazard rate, the failure probability per unit time of a comb that is still intact:
\begin{equation}
h(t)=-\frac{d\ln S}{dt}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1}.
\end{equation}
The large structure reaches its characteristic lifetime when the hazard accumulated in one part, $(t/\eta)^\beta$, is $1/N$. If the hazard were constant ($\beta=1$), this would happen at $t=\eta/N$, and the reduction would be $10^4$. For $\beta=1.5$ the hazard grows as $t^{1/2}$ and is small at early times. At $t=\eta/464$ it is lower than at $t=\eta$ by a factor $\sqrt{464}\approx21.5$. The accumulated hazard is smaller by the product of the two factors, $464\times21.5\approx10^4$, as required.

The same formula gives the other limits. As $\beta\to\infty$ all combs fail at nearly the same time, and the reduction tends to 1. For $\beta<1$ the hazard falls with time, and the reduction exceeds $N$.

At the characteristic lifetime of the large structure, the fraction of failed combs is
\begin{equation}
F(\eta_N)=1-e^{-1/N}\approx\frac1N=10^{-4}.
\end{equation}
The result thus relies on the Weibull law holding down to one failure in ten thousand combs. In a test of 50 combs the expected number of failures by that time is $50\times10^{-4}=0.005$. Such a test measures the body of the distribution, and the area scaling extrapolates it into a tail that the test has not seen.

\subsection*{(c) Numerical example}

The dielectric area that matters is the area over which two lines face each other. For the comb it is
\begin{equation}
(1~\text{cm})(60\times10^{-7}~\text{cm})=6.0\times10^{-6}~\text{cm}^2 .
\end{equation}
The large structure has $10^4$ times as much, 0.06~cm$^2$, which corresponds to 100~m of facing line length. Its characteristic lifetime is
\begin{equation}
\eta_N=\frac{1000~\text{h}}{464.16}=2.154~\text{h}\approx129~\text{min}.
\end{equation}

For the 0.1\,\% failure times, $-\ln(0.999)=1.0005\times10^{-3}$, and its power $1/\beta=2/3$ is 0.0100. Equation~\eqref{eq:percentile} then gives 10.0~h for the comb and $10.0/464=0.0216$~h for the large structure. The second value reaches far into the comb tail. For 0.1\,\% of the large structures to have failed, the failed fraction of combs need be only about $10^{-3}/10^4=10^{-7}$.

\subsection*{(d) When the assumptions are relaxed}

\paragraph{Error of the slope.}
From $\ln(\eta/\eta_N)=(\ln N)/\beta$, with $N$ fixed,
\begin{equation}
\frac{d}{d\beta}\ln\frac{\eta}{\eta_N}=-\frac{\ln N}{\beta^2}
=-\frac{9.21}{2.25}=-4.1 .
\end{equation}
A slope error of 0.1 therefore changes the reduction by a factor of about $e^{0.41}\approx1.5$. The full formula gives 720 for $\beta=1.4$ and 316 for $\beta=1.6$. With the comb lifetime held at 1000~h, the large structure would last 1.4~h or 3.2~h. A small test is less precise than this. For 50 combs the maximum-likelihood slope scatters with a standard deviation of about 0.18, and 95\,\% of the fits lie between 1.23 and 1.93, which predicts reductions from about 1800 down to about 120.

\paragraph{Spacing that varies from die to die.}
Take a mean spacing of 35~nm and a voltage of 14~V. The field is $14/35=0.40$~V/nm, or 4.0~MV/cm. Let the lifetime depend on the field $E$ as $e^{-\gamma E}$ with $\gamma=4$~cm/MV, and let the spacing be normally distributed with a standard deviation of 1~nm. To first order, a spacing 1~nm too small raises the field by $4.0/35=0.114$~MV/cm and shortens the lifetime by a factor $e^{4\times0.114}\approx1.6$.

Suppose first that the spacing is the same everywhere on a die but differs between dies. On a given die all lifetimes are multiplied by one factor $x$, so that
\begin{equation}
S_N(t|x)=\exp\left[-N\left(\frac{t}{\eta x}\right)^{\beta}\right]
=S_1\!\left(N^{1/\beta}t\,\middle|\,x\right).
\end{equation}
Averaging both sides over $x$ gives $\bar S_N(t)=\bar S_1(N^{1/\beta}t)$. Every percentile of the pooled data still shrinks by $N^{1/\beta}=464$, where $\beta=1.5$ is the intrinsic slope, that of combs with equal spacing.

The pooled data do not show this slope directly. The logarithm of a lifetime is now the sum of two independent random terms, the Weibull one and $\ln x$, so its variance is larger and the distribution is broader. A slope can be read from the times $t_{10}$ and $t_{90}$ by which 10\,\% and 90\,\% of the combs have failed:
\begin{equation}
\beta_{\text{app}}=\frac{\ln[\ln(0.1)/\ln(0.9)]}{\ln(t_{90}/t_{10})}.
\end{equation}
For a pure Weibull law this returns $\beta$, as Eq.~\eqref{eq:percentile} shows. With the spacing average done by Gauss--Hermite quadrature and the two times found by root search, it gives 1.295. Inserting this apparent slope into Eq.~\eqref{eq:ratio} would predict a reduction of 1229, which is 2.6 times too large. The pooled data are not exactly Weibull, so the number depends on how the slope is read: a maximum-likelihood fit gives a slope of about 1.2 and a reduction near 2000. In this model the variation between dies must be separated from the intrinsic statistics before the area formula is used.

\paragraph{Variation from part to part.}
Now let each comb-sized part have its own independent factor $x$. With $a=x^{-\beta}$ and $u=(t/\eta)^\beta$, the averaged survival of a part is $\langle e^{-au}\rangle=e^{-K(u)}$, where
\begin{equation}
K(u)=-\ln\langle e^{-au}\rangle ,\qquad
K'=\langle a\rangle_u ,\qquad
K''=-\left(\langle a^2\rangle_u-\langle a\rangle_u^2\right)\le0 .
\end{equation}
The subscript $u$ denotes an average weighted with $e^{-au}$. The function $K$ increases from $K(0)=0$ and is concave, hence $K(u/N)\ge K(u)/N$. Let $u_1$ and $u_N$ belong to the characteristic lifetimes of the comb and of the large structure, so that $K(u_1)=1$ and $NK(u_N)=1$. Then
\begin{equation}
K\!\left(\frac{u_1}{N}\right)\ge\frac{K(u_1)}{N}=\frac1N=K(u_N)
\quad\Longrightarrow\quad
u_N\le\frac{u_1}{N}.
\end{equation}
Since $t=\eta u^{1/\beta}$, the reduction is $(u_1/u_N)^{1/\beta}\ge N^{1/\beta}$. Independent variation between parts cannot make it smaller than the simple formula with the intrinsic slope says. The large structure fails while $u$ is small, where $K(u)\approx\langle a\rangle u$ with the unweighted mean ($\langle a\rangle\approx1.31$ for the 1~nm spread). A comb population reaches 63.2\,\% failed only after its narrow-spaced members have dropped out and $\langle a\rangle_u$ has fallen. For the 1~nm spread, quadrature and root search give 556 for the characteristic lifetime, which is 20\,\% above 464. The excess depends on the percentile: the reduction is 464 at 0.1\,\% failed, 475 at 10\,\% and about 660 at 90\,\%. The combs again show the apparent slope 1.295, so the formula with the measured slope (1229) overestimates the reduction. If instead the measured slope is 1.5, the intrinsic slope is 1.85 and the reduction is 183, below 464. The model also assumes one spacing per comb-sized part. Variation on a finer scale averages out within each comb: with 10 independent pieces per comb the reduction is 475, and with 100 it is 465.

\paragraph{Rare defects.}
The same inequality covers a small group of weak parts. Let a fraction $p=10^{-4}$ of the combs have a lifetime scale 1000 times shorter, with the same slope. The large structure then contains one such part on average. Since $p$ and the hazard accumulated per part are small, the condition for its characteristic lifetime, with $y=t/\eta$, is approximately
\begin{equation}
N y^{\beta}+Np\left[1-e^{-(1000y)^{\beta}}\right]=1 .
\end{equation}
With $Np=1$ this becomes $10^4y^{1.5}=e^{-(1000y)^{1.5}}$. At $y=1/952$ both sides equal 0.34. A root search with the full survival function also gives a reduction of 952, about twice the value without defects. This value belongs to the characteristic lifetime; it is about 1100 at 0.1\,\% failed and about 670 at 90\,\%. It is also sensitive to $p$, because for $Np=1$ the chance of containing a defect is itself 63.2\,\%. Half as many defects give about 670, and no more than about 735 however short their lifetime, while twice as many give about 1500. The large structure would last about 1.05~h instead of 2.15~h. The chance that a sample of 50 combs contains even one defective comb is $1-(1-10^{-4})^{50}=0.50\,\%$, so the test that supplied $\eta$ and $\beta$ would most probably give no sign of them.

\paragraph{Temperature and leakage.}
If the large structure is 1~K hotter than the comb at $T=398$~K, and the lifetime has an activation energy of 0.8~eV, its lifetime is shortened by the factor
\begin{equation}
\exp\left[\frac{0.8~\text{eV}}{k_{\mathrm B}}\left(\frac1T-\frac1{T+1~\text{K}}\right)\right]=1.060 .
\end{equation}
A leakage current density of $10^{-5}$~A/cm$^2$ over 0.06~cm$^2$, flowing through a series resistance of 1000~ohm, lowers the voltage on the dielectric by 0.60~mV. Under the assumed field law this lengthens the lifetime by 0.07\,\%, which is negligible here.

\paragraph{Relation to real interconnects.}
The spacing, line height, field and temperature are rough values for an accelerated test of copper lines in a porous low-permittivity dielectric. The field is more than ten times higher than in operation at about 1~V, which would give roughly 0.3~MV/cm across the same spacing. The comb lifetime of 1000~h is a round number chosen for the example, and the reduction does not depend on it. The values of $\gamma$, the activation energy, the leakage and the defect fraction are rough model inputs. Nothing here converts a lifetime under stress into one in operation, since that would require a field law valid over the whole range.

Real lines depart from the assumption of identical parts, because patterning leaves the spacing uneven. For the numbers used here and an intrinsic slope of 1.5, variation from one comb-sized part to the next raises the reduction of the characteristic lifetime from 464 to 556. Roughness on a scale much finer than a comb leaves it near 464. Misreading variation between dies as intrinsic scatter moves the prediction to 1229 with the 10--90\,\% slope, and one defect per ten thousand combs moves the reduction of the characteristic lifetime to 952. The factor 464 therefore holds for independent, identical parts with an intrinsic slope of 1.5 down to the early tail. For the sizes of departure assumed in part (d), it gives the right order of magnitude. Strong correlation between the parts, or defects with a much shorter lifetime, could change it by more.

All numerical values are calculated from the stated model.
